# Matching a Metal to a Monolayer: Supercells, Shared Strain and Band Edges: a program that tests the result

```python
# RESULT UNDER TEST
# A metal lattice A and a layer lattice B (vectors in columns) match through
# Q = N M^-1, with integer supercells M (metal) and N (layer).
# T = B Q A^-1 = exp(H) R. Separate logarithmic strain bounds can be met iff
# max|eig H| <= METAL_BOUND + LAYER_BOUND; the cheapest split is coaxial.
# Equal Q, and Q related by the point groups of both layers, are repeats.
# Band edges of the strained layer shift linearly by the extremal valley value
# of D:H_layer. Lengths are in bohr, energies in hartree, strains are pure numbers.
import numpy as np
from math import gcd, ceil
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
A_METAL, A_LAYER = 5.4, 6.2
A = A_METAL * np.eye(2)
B = A_LAYER * np.array([[1.0, 0.5], [0.0, np.sqrt(3) / 2]])
A_INV = np.linalg.inv(A)
METAL_BOUND, LAYER_BOUND = 0.03, 0.02
TOTAL_BOUND = METAL_BOUND + LAYER_BOUND
K_METAL, K_LAYER = 0.24, 0.08          # stiffnesses, hartree/bohr^2
N_MAX, N_CHECK = 20, 12

# Two-site layer model: site energies, area couplings, hoppings, decay.
E_X, E_Y, G_X, G_Y = -0.14, -0.22, 0.05, 0.02
T_XY, T_XX, T_YY, BETA = 0.03, 0.004, -0.003, 3.0
TAU = (B[:, 0] + B[:, 1]) / 3


def log_stretches(frob2, det):
    """Logs of both singular values from squared Frobenius norm and det > 0."""
    plus = np.sqrt(frob2 + 2 * det)
    minus = np.sqrt(np.maximum(frob2 - 2 * det, 0))
    large = (plus + minus) / 2
    return np.log(large), np.log(det / large)


def rational_key(K, den):
    vals = [int(x) for x in np.asarray(K).ravel()]
    den = int(den)
    common = gcd(den, *vals)
    return tuple(v // common for v in vals) + (den // common,)


def map_from_key(key):
    return B @ np.array(key[:4]).reshape(2, 2) @ A_INV / key[4]


def hex_dot(u, v):
    """Exact integer scalar product in units of half the squared lattice constant."""
    return 2 * u[0] * v[0] + u[0] * v[1] + u[1] * v[0] + 2 * u[1] * v[1]


def reduced_basis(a, b, d):
    """Shorten the columns (a,0), (b,d); each change strictly shortens a vector."""
    u, v = (a, 0), (b, d)
    while True:
        if hex_dot(v, v) < hex_dot(u, u):
            u, v = v, u
        uu, uv = hex_dot(u, u), hex_dot(u, v)
        if 2 * abs(uv) <= uu:
            break
        r = (2 * uv + uu) // (2 * uu)
        v = (v[0] - r * u[0], v[1] - r * u[1])
    if u[0] * v[1] - u[1] * v[0] < 0:
        v = (-v[0], -v[1])
    return np.array([[u[0], v[0]], [u[1], v[1]]])


def search(n_max):
    """All admissible matches; the first cell stored for a key is primitive."""
    box = ceil(np.exp(TOTAL_BOUND) * A_LAYER * n_max / A_METAL)
    r = np.arange(-box, box + 1)
    ints = np.array(np.meshgrid(r, r, indexing="ij")).reshape(2, -1).T
    ints = ints[np.any(ints != 0, axis=1)]
    vecs = ints @ A.T
    lengths = np.linalg.norm(vecs, axis=1)
    found, raw, sublattices = {}, 0, 0
    for n in range(1, n_max + 1):
        for a in range(1, n + 1):
            if n % a:
                continue
            for b in range(a):
                sublattices += 1
                N = reduced_basis(a, b, n // a)
                C = B @ N
                picks = []
                for col in range(2):
                    ratio = np.log(lengths / np.linalg.norm(C[:, col]))
                    picks.append(np.where(abs(ratio) <= TOTAL_BOUND + 1e-12)[0])
                i, j = [x.ravel() for x in np.meshgrid(*picks, indexing="ij")]
                v, w = vecs[i], vecs[j]
                det = (v[:, 0] * w[:, 1] - v[:, 1] * w[:, 0]) / np.linalg.det(C)
                ok = det > 1e-9
                i, j, v, w, det = i[ok], j[ok], v[ok], w[ok], det[ok]
                C_inv = np.linalg.inv(C)
                g = C_inv @ C_inv.T
                frob2 = (g[0, 0] * (v * v).sum(1) + g[1, 1] * (w * w).sum(1)
                         + 2 * g[0, 1] * (v * w).sum(1))
                hi, lo = log_stretches(frob2, det)
                good = np.maximum(abs(hi), abs(lo)) <= TOTAL_BOUND
                for p, q in zip(i[good], j[good]):
                    M = np.column_stack([ints[p], ints[q]])
                    m = int(M[0, 0] * M[1, 1] - M[0, 1] * M[1, 0])
                    adj = np.array([[M[1, 1], -M[0, 1]], [-M[1, 0], M[0, 0]]])
                    raw += 1
                    found.setdefault(rational_key(N @ adj, m), (n, m, N, M))
    return found, raw, sublattices


def rational_enumeration(n_max):
    """Independent search over Q = K/m; Smith form gives the primitive index."""
    area_ratio = np.linalg.det(B) / np.linalg.det(A)
    entry = (np.linalg.norm(np.linalg.inv(B), axis=1).max()
             * np.exp(TOTAL_BOUND) * A_METAL)
    result = set()
    for m in range(1, int(n_max * area_ratio * np.exp(2 * TOTAL_BOUND)) + 1):
        r = np.arange(-int(m * entry), int(m * entry) + 1)
        K = np.array(np.meshgrid(r, r, r, r, indexing="ij")).reshape(4, -1).T
        K = K[K[:, 0] * K[:, 3] - K[:, 1] * K[:, 2] > 0]
        # Entries of T, written out for speed (metal lattice is square).
        top = (B[0, 0] * K[:, :2] + B[0, 1] * K[:, 2:]) / (m * A_METAL)
        low = (B[1, 0] * K[:, :2] + B[1, 1] * K[:, 2:]) / (m * A_METAL)
        det = top[:, 0] * low[:, 1] - top[:, 1] * low[:, 0]
        hi, lo = log_stretches((top ** 2).sum(1) + (low ** 2).sum(1), det)
        for k in K[np.maximum(abs(hi), abs(lo)) <= TOTAL_BOUND]:
            k = [int(x) for x in k]
            d1 = gcd(*k)
            det_k = k[0] * k[3] - k[1] * k[2]
            d2 = det_k // d1
            index = (m // gcd(m, d1)) * (m // gcd(m, d2))
            if index == m and det_k // m <= n_max:
                result.add(rational_key(k, m))
    return result


def group(rotation, mirror, order):
    ops, R = [], np.eye(2, dtype=int)
    for _ in range(order):
        ops += [(R, 1), (R @ mirror, -1)]
        R = R @ rotation
    return ops


LAYER_OPS = group(np.array([[-1, -1], [1, 0]]), np.array([[0, 1], [1, 0]]), 3)
METAL_OPS = group(np.array([[0, -1], [1, 0]]), np.array([[1, 0], [0, -1]]), 4)


def canonical(key):
    K = np.array(key[:4]).reshape(2, 2)
    return min(rational_key(W @ K @ V, key[4])
               for W, s in LAYER_OPS for V, t in METAL_OPS if s == t)


def symmetric_exp(H):
    e, v = np.linalg.eigh(H)
    return (v * np.exp(e)) @ v.T


def split_strain(T):
    e, axes = np.linalg.eigh(T @ T.T)
    h = np.log(e) / 2
    metal = np.clip(h * K_LAYER / (K_METAL + K_LAYER),
                    np.maximum(-METAL_BOUND, h - LAYER_BOUND),
                    np.minimum(METAL_BOUND, h + LAYER_BOUND))
    layer = metal - h
    R = (axes * np.exp(-h)) @ axes.T @ T
    angle = np.degrees(np.arctan2(R[1, 0], R[0, 0])) % 30
    return dict(h=h, metal=metal, layer=layer, R=R, twist=15 - abs(angle - 15),
                H=(axes * h) @ axes.T, H_metal=(axes * metal) @ axes.T,
                H_layer=(axes * layer) @ axes.T,
                cost=0.5 * (K_METAL * metal @ metal + K_LAYER * layer @ layer))


box = np.arange(-6, 7)
POINTS = np.array(np.meshgrid(box, box)).reshape(2, -1)
LAYER_ATOMS = np.hstack([B @ POINTS, B @ POINTS + TAU[:, None]]) / A_LAYER
WEIGHTS = np.repeat([1.0, 2.0], POINTS.shape[1])


def fingerprint(T):
    """Rotation-invariant overlap of the metal and layer atomic patterns."""
    P = T @ A @ POINTS / A_LAYER
    p2, q2 = (P * P).sum(0), (LAYER_ATOMS ** 2).sum(0)
    dist2 = p2[:, None] + q2[None, :] - 2 * P.T @ LAYER_ATOMS
    return (np.exp(-p2[:, None] - q2[None, :] - 4 * dist2) @ WEIGHTS).sum()


def both_signs(cells):
    return np.vstack([cells, -np.array(cells)])


XY_CELLS = np.array([[0, 0], [-1, 0], [0, -1]])
XX_CELLS = both_signs([[1, 1], [2, -1], [1, -2]])
YY_CELLS = both_signs([[1, 0], [0, 1], [1, -1]])
SHELLS = [(0, 1, T_XY, XY_CELLS, XY_CELLS @ B.T + TAU),
          (0, 0, T_XX, XX_CELLS, XX_CELLS @ B.T),
          (1, 1, T_YY, YY_CELLS, YY_CELLS @ B.T)]


def layer_bands(kappa, H_layer):
    kappa = np.atleast_2d(kappa)
    F = symmetric_exp(H_layer)
    ham = np.zeros((len(kappa), 2, 2), complex)
    ham[:, 0, 0] = E_X - G_X * np.trace(H_layer)
    ham[:, 1, 1] = E_Y - G_Y * np.trace(H_layer)
    for row, col, hop, cells, bonds in SHELLS:
        ratio = np.linalg.norm(bonds @ F.T, axis=1) / np.linalg.norm(bonds, axis=1)
        amplitude = hop * np.exp(-BETA * (ratio - 1))
        ham[:, row, col] += np.exp(2j * np.pi * kappa @ cells.T) @ amplitude
    ham[:, 1, 0] = ham[:, 0, 1].conj()
    return np.linalg.eigvalsh(ham)


mesh = np.arange(48) / 48
ZONE = np.array(np.meshgrid(mesh, mesh)).reshape(2, -1).T
offset = np.linspace(-1, 1, 9)
ZOOM = np.array(np.meshgrid(offset, offset)).reshape(2, -1).T


def band_edges(H_layer):
    """Valence maximum and conduction minimum: whole zone, then shrinking grids."""
    bands = layer_bands(ZONE, H_layer)
    edges = []
    for band, sign in ((0, -1), (1, 1)):
        centre = ZONE[np.argmin(sign * bands[:, band])]
        best = np.min(sign * bands[:, band])
        half_width = 2 / 48
        for _ in range(23):
            points = centre + half_width * ZOOM
            values = sign * layer_bands(points, H_layer)[:, band]
            centre = points[np.argmin(values)]
            best = min(best, values.min())
            half_width /= 2
        edges.append(sign * best)
    return np.array(edges)


# Closed first-order edge coefficients at K and M.
D_K = -G_Y + 1.5 * BETA * T_YY
half_gap = ((E_X - 2 * T_XX) - (E_Y - 2 * T_YY)) / 2
weight_x = 0.5 * (1 + half_gap / np.hypot(half_gap, T_XY))
weight_y = 1 - weight_x
D_M = (weight_x * (-G_X - BETA * T_XX * np.array([1, -3]))
       + weight_y * (-G_Y - BETA * T_YY * np.array([-3, 1]))
       - 2 * np.sqrt(weight_x * weight_y) * BETA * T_XY * np.array([-0.5, 1.5]))
RECIPROCAL = np.linalg.inv(B).T
VALLEYS = []
for kappa in ([0.5, 0], [0, 0.5], [0.5, -0.5]):
    e = RECIPROCAL @ kappa
    if kappa == [0.5, -0.5]:
        e = RECIPROCAL @ [0.5, 0.5]      # shortest equivalent of this M point
    e = e / np.linalg.norm(e)
    VALLEYS.append(D_M[0] * np.outer(e, e) + D_M[1] * (np.eye(2) - np.outer(e, e)))


def linear_shifts(H_layer):
    return np.array([D_K * np.trace(H_layer),
                     min(np.sum(D * H_layer) for D in VALLEYS)])


# Search, with an independent completeness and primitivity test.
matches, raw_hits, sublattice_count = search(N_MAX)
small = {key for key, value in matches.items() if value[0] <= N_CHECK}
assert len(small) > 0 and small == rational_enumeration(N_CHECK)

# Equivalence classes against the real-space atomic patterns.
classes = {}
for key in matches:
    classes.setdefault(canonical(key), []).append(key)
prints = np.sort([fingerprint(map_from_key(key)) for key in matches])
distinct_prints = 1 + np.sum(np.diff(prints) > 1e-9 * prints[:-1])
assert distinct_prints == len(classes)

# Cell closure, bounds and optimality against non-coaxial random splits.
rng = np.random.default_rng(4)
records, feasible_samples = [], 0
for rep, members in classes.items():
    n, m, N, M = matches[rep]
    T = map_from_key(rep)
    s = split_strain(T)
    left = symmetric_exp(s["H_layer"]) @ B @ N
    right = symmetric_exp(s["H_metal"]) @ s["R"] @ A @ M
    assert np.allclose(left, right, atol=1e-9)
    assert max(abs(s["metal"])) <= METAL_BOUND + 1e-12
    assert max(abs(s["layer"])) <= LAYER_BOUND + 1e-12
    for key in members:
        assert abs(split_strain(map_from_key(key))["twist"] - s["twist"]) < 1e-7
    trial = rng.uniform(-LAYER_BOUND, LAYER_BOUND, (10000, 2))
    phi = rng.uniform(0, 2 * np.pi, 10000)
    mean, dev = np.exp(trial).mean(1), (np.exp(trial[:, 0]) - np.exp(trial[:, 1])) / 2
    F = np.empty((10000, 2, 2))
    F[:, 0, 0], F[:, 1, 1] = mean + dev * np.cos(phi), mean - dev * np.cos(phi)
    F[:, 0, 1] = F[:, 1, 0] = dev * np.sin(phi)
    G = F @ T
    metal_logs = np.array(log_stretches((G * G).sum((1, 2)), np.linalg.det(G)))
    largest = abs(metal_logs).max(0)
    assert largest.min() >= max(abs(s["h"])) - LAYER_BOUND - 1e-10
    allowed = largest <= METAL_BOUND
    costs = 0.5 * (K_METAL * (metal_logs ** 2).sum(0) + K_LAYER * (trial ** 2).sum(1))
    assert np.all(costs[allowed] >= s["cost"] - 1e-12)
    feasible_samples += int(allowed.sum())
    records.append((n, s["cost"], m, rep, s))
assert feasible_samples > 1000

# Edge locations, first-order coefficients and second-order valence shear.
edge0 = band_edges(np.zeros((2, 2)))
assert abs(edge0[0] - layer_bands([1 / 3, 2 / 3], np.zeros((2, 2)))[0, 0]) < 1e-12
assert abs(edge0[1] - layer_bands([0.5, 0], np.zeros((2, 2)))[0, 1]) < 1e-12
step = 1e-5
directions = [np.eye(2), np.diag([1.0, -1.0]), np.diag([-1.0, 1.0]),
              np.array([[0.3, 0.7], [0.7, -0.5]])]
slope_error = 0.0
for S in directions:
    slope = (band_edges(step * S) - edge0) / step
    slope_error = max(slope_error, np.max(abs(slope - linear_shifts(S))))
# The one-sided difference retains a second-order term proportional to step.
assert slope_error < 5e-5


def even_valence_shift(eta):
    S = eta * np.diag([1.0, -1.0])
    return (band_edges(S)[0] + band_edges(-S)[0]) / 2 - edge0[0]


shear_ratio = even_valence_shift(0.004) / even_valence_shift(0.002)
assert abs(shear_ratio - 4) < 0.05

# Front of cell size against strain cost.
records.sort(key=lambda x: (x[0], x[1]))
front, best_cost = [], np.inf
for record in records:
    if record[1] < best_cost * (1 - 1e-9):
        front.append(record)
        best_cost = record[1]
first = front[0]
first_edges = band_edges(first[4]["H_layer"])
for key in classes[first[3]]:
    other = band_edges(split_strain(map_from_key(key))["H_layer"])
    assert np.max(abs(other - first_edges)) < 1e-10

print(f"lattice constants: metal {A_METAL} bohr, layer {A_LAYER} bohr")
print(f"log-strain bounds: metal {METAL_BOUND}, layer {LAYER_BOUND}")
print(f"stiffness: metal {K_METAL}, layer {K_LAYER} hartree/bohr^2")
print(f"site energies X,Y: {E_X}, {E_Y} hartree; area terms {G_X}, {G_Y} hartree")
print(f"hoppings XY,XX,YY: {T_XY}, {T_XX}, {T_YY} hartree; decay {BETA}")
print(f"largest layer index {N_MAX}; layer sublattices {sublattice_count}")
print(f"raw hits {raw_hits}; distinct Q {len(matches)}; classes {len(classes)}")
print(f"independent check to index {N_CHECK}: {len(small)} distinct Q")
print(f"distinct atomic fingerprints: {distinct_prints}")
print(f"feasible random splits tested: {feasible_samples}")
print(f"free edges: valence {edge0[0]:.6f}, conduction {edge0[1]:.6f} hartree")
print(f"free gap: {edge0[1] - edge0[0]:.6f} hartree")
print(f"X weight of conduction state at M: {weight_x:.5f}")
print(f"D at K: {D_K:.6f} hartree per unit strain trace")
print(f"D at M parallel, perpendicular: {D_M[0]:.6f}, {D_M[1]:.6f} hartree")
print(f"largest edge-slope error: {slope_error:.2e} hartree")
print(f"valence shear shift ratio on doubling strain: {shear_ratio:.5f}")
print(f"front size: {len(front)} classes")
for n, cost, m, rep, s in front:
    full = band_edges(s["H_layer"]) - edge0
    linear = linear_shifts(s["H_layer"])
    print(f"cell n={n}, m={m}: twist {s['twist']:.4f} deg, J {cost:.4e} hartree/bohr^2")
    print(f"  log strain layer {np.round(s['layer'], 6)}, metal {np.round(s['metal'], 6)}")
    print(f"  linear dEv,dEc {linear[0]:+.6f}, {linear[1]:+.6f} hartree;"
          f" full {full[0]:+.6f}, {full[1]:+.6f} hartree")
n, cost, m, rep, s = first
print(f"smallest cell N {matches[rep][2].tolist()}, M {matches[rep][3].tolist()}")
print(f"its Q numerator {rep[:4]}, denominator {rep[4]}; members {len(classes[rep])}")
print(f"its total log mismatch: {np.round(s['h'], 6)}")
print(f"its layer strain tensor xx,yy,xy: {s['H_layer'][0, 0]:.6f},"
      f" {s['H_layer'][1, 1]:.6f}, {s['H_layer'][0, 1]:.6f}")
shift = (first_edges - edge0) * HARTREE_MEV
print(f"its full shifts: dEv {shift[0]:+.2f} meV, dEc {shift[1]:+.2f} meV")
print(f"its gap change: {shift[1] - shift[0]:+.2f} meV")
all_layer = (band_edges(-s["H"]) - edge0) * HARTREE_MEV
print(f"if layer takes all: dEv {all_layer[0]:+.2f} meV, dEc {all_layer[1]:+.2f} meV")
print("success")
```

Running it gives:

```
lattice constants: metal 5.4 bohr, layer 6.2 bohr
log-strain bounds: metal 0.03, layer 0.02
stiffness: metal 0.24, layer 0.08 hartree/bohr^2
site energies X,Y: -0.14, -0.22 hartree; area terms 0.05, 0.02 hartree
hoppings XY,XX,YY: 0.03, 0.004, -0.003 hartree; decay 3.0
largest layer index 20; layer sublattices 339
raw hits 1056; distinct Q 744; classes 35
independent check to index 12: 96 distinct Q
distinct atomic fingerprints: 35
feasible random splits tested: 106699
free edges: valence -0.211000, conduction -0.136402 hartree
free gap: 0.074598 hartree
X weight of conduction state at M: 0.86997
D at K: -0.033500 hartree per unit strain trace
D at M parallel, perpendicular: -0.029779, -0.104421 hartree
largest edge-slope error: 1.27e-06 hartree
valence shear shift ratio on doubling strain: 3.99997
front size: 2 classes
cell n=5, m=6: twist 0.0000 deg, J 8.7081e-05 hartree/bohr^2
  log strain layer [0.02     0.004268], metal [-0.024171 -0.001423]
  linear dEv,dEc -0.000813, -0.002216 hartree; full -0.000805, -0.002163 hartree
cell n=7, m=8: twist 0.0000 deg, J 1.6116e-06 hartree/bohr^2
  log strain layer [ 0.004268 -0.003464], metal [-0.001423  0.001155]
  linear dEv,dEc -0.000027, -0.000198 hartree; full -0.000026, -0.000197 hartree
smallest cell N [[2, -1], [-1, 3]], M [[-2, 1], [0, -3]]
its Q numerator (-6, 0, 3, -5), denominator 6; members 12
its total log mismatch: [-0.044171 -0.005691]
its layer strain tensor xx,yy,xy: 0.008201, 0.016067, 0.006812
its full shifts: dEv -21.91 meV, dEc -58.86 meV
its gap change: -36.95 meV
if layer takes all: dEv -44.39 meV, dEc -122.88 meV
success
```
